# Optimum frequency for the central EPR line of Gd³⁺ or Mn²⁺

## Question

In a glass or powder, the central EPR line of Gd³⁺ or Mn²⁺, the transition between $m=-\tfrac12$ and $m=+\tfrac12$, becomes narrower when the spectrometer frequency is raised. A line broadened by a spread of $g$ values becomes wider. Why do the two behave oppositely, and at which frequency is a line subject to both effects narrowest?

## Answer

### The model

The two broadenings enter the energy differently. A change of $g$ alters the Zeeman energy itself, so its effect grows with the field. The zero-field splitting does not shift the central transition in first order. It acts by mixing Zeeman levels, and a larger field separates those levels and suppresses the mixing.

Take a half-integer spin $S$, with $S=\tfrac72$ for Gd³⁺ and $S=\tfrac52$ for Mn²⁺. Let $g$ be isotropic and the zero-field splitting axial, with its axis $\mathbf n$ randomly oriented. In atomic units $\hbar=1$ and $\mu_B=\tfrac12$, so the Zeeman quantum is $\omega=g\mu_BB=gB/2$. With the field along $z$,

$$H=\omega S_z+D\left[(\mathbf n\cdot\mathbf S)^2-\tfrac13X\right],\qquad X=S(S+1).$$

The field is strong, $\omega\gg |D|$. Hyperfine coupling, rhombicity and higher-rank zero-field terms are left out. For Mn²⁺ the result therefore describes the $D$ broadening alone, without the cross terms between $D$ and the hyperfine coupling.

Let $u=\cos\theta$ be the cosine of the angle between $\mathbf n$ and the field. A rotation about the field changes no energy, so $\mathbf n$ may be put in the $xz$ plane:

$$(\mathbf n\cdot\mathbf S)^2=u^2S_z^2+(1-u^2)S_x^2+u\sqrt{1-u^2}\,(S_zS_x+S_xS_z).$$

From $S_x^2+S_y^2=X-S_z^2$ and $S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)$ follows

$$S_x^2=\tfrac12(X-S_z^2)+\tfrac14(S_+^2+S_-^2).$$

The zero-field term thus has a diagonal part, a part changing $m$ by one and a part changing $m$ by two.

### Why the first order is absent

The diagonal part gives

$$E_1(m)=\frac D2(3u^2-1)\left(m^2-\frac X3\right).$$

It depends on $m^2$, so the levels $m=\pm\tfrac12$ move together and their separation is unchanged. For the transition $m\to m+1$ the first-order shift is

$$E_1(m+1)-E_1(m)=\frac D2(3u^2-1)(2m+1).$$

For random axes $u$ is uniform on $[0,1]$. Then $(3u^2-1)/2$ has zero mean, and its mean square is $\tfrac14(\tfrac95-2+1)=\tfrac15$. The standard deviation of the shift is $|2m+1|\,|D|/\sqrt5$. This width does not depend on the field, and it vanishes for the central line.

### The second order

Define

$$\kappa=\frac{S(S+1)-3/4}{4},$$

so that $X-\tfrac34=4\kappa$. In second order, a coupling $V$ between two levels separated by $\Delta$ pushes them apart, each by $|V|^2/\Delta$.

The part changing $m$ by one has the matrix element

$$V_{m+1,m}=D\,u\sqrt{1-u^2}\;\frac{2m+1}{2}\sqrt{X-m(m+1)}.$$

It vanishes between $-\tfrac12$ and $+\tfrac12$. Between $\tfrac12$ and $\tfrac32$ its square is $4\kappa D^2u^2(1-u^2)$. The level $+\tfrac12$ is pushed down by $+\tfrac32$, which lies $\omega$ above it, and $-\tfrac12$ is pushed up by $-\tfrac32$. The central transition energy changes by

$$\delta_1=-\frac{8\kappa D^2}{\omega}u^2(1-u^2).$$

The part changing $m$ by two has the squared matrix element

$$|V_{m+2,m}|^2=\frac{D^2(1-u^2)^2}{16}\,[X-m(m+1)]\,[X-(m+1)(m+2)].$$

The level $+\tfrac12$ is pushed up by $-\tfrac32$, with the bracket product $(X-\tfrac34)(X+\tfrac14)$, and down by $+\tfrac52$, with $(X-\tfrac34)(X-\tfrac{15}4)$. Both separations are $2\omega$. The net shift is

$$\frac{D^2(1-u^2)^2}{32\,\omega}\left(X-\tfrac34\right)\left[\left(X+\tfrac14\right)-\left(X-\tfrac{15}4\right)\right]=\frac{\kappa D^2(1-u^2)^2}{2\omega},$$

because the last bracket equals 4. The level $-\tfrac12$ moves by the opposite amount, so $\delta_2=\kappa D^2(1-u^2)^2/\omega$. Adding the two parts gives

$$\delta(u)=\frac{\kappa D^2}{\omega}f(u),\qquad f(u)=(1-u^2)(1-9u^2).$$

This is the origin of the narrowing: a coupling of size $D$ mixes states with amplitude of order $D/\omega$, and the resulting energy shift is of order $D^2/\omega$. For $S=\tfrac12$, $\kappa=0$ and the effect is absent.

### What the next orders do

Time reversal changes the signs of both $m$ and the field but leaves the zero-field term alone, so $E_m(\omega)=E_{-m}(-\omega)$. Write the term of order $n$ as $c_n(m)D^n\omega^{1-n}$. The symmetry requires $c_n(m)=(-1)^{1-n}c_n(-m)$. For odd $n$ the coefficients of $\pm\tfrac12$ are equal and cancel in the central transition. The first neglected shift is therefore of order $D^4/\omega^3$. In a diagonalization test the remainder fell by a factor 8.000 when $\omega$ was doubled; a surviving third-order term would have given 4.

The same symmetry settles the weights of the orientations. Time reversal preserves the modulus of the transverse matrix element, so the transition strength is unchanged by $\omega\to-\omega$ at fixed $D$. Since it depends on $D/\omega$ alone, its expansion contains even powers, and the first correction is of order $(D/\omega)^2$. Equal weights are thus right at leading order, provided that the thermal energy is large compared with the first-order zero-field shifts, so that populations do not depend on orientation.

### The width of the powder pattern

The angular function is $f=1-10u^2+9u^4$. Its derivative with respect to $u^2$ vanishes at $u^2=\tfrac59$, where $f=\tfrac49\cdot(-4)=-\tfrac{16}9$. Its largest value is 1, at $u=0$. The averages are

$$\langle f\rangle=1-\frac{10}3+\frac95=-\frac8{15},$$

$$\langle f^2\rangle=1-\frac{20}3+\frac{118}5-\frac{180}7+9=\frac{128}{105}.$$

The variance is $\tfrac{128}{105}-\tfrac{64}{225}=\tfrac{1472}{1575}$, and its square root is 0.9667. The standard deviation of the central line due to $D$ is therefore

$$w_D=\frac A\omega,\qquad A=\kappa D^2\sqrt{\frac{1472}{1575}}.$$

### Adding the spread of g

An EPR spectrum is usually taken at fixed frequency $\omega_0$ while the field is swept. Let $g=g_0(1+\varepsilon)$, where $\varepsilon$ has zero mean and standard deviation $s\ll1$. The resonance condition is

$$g\mu_BB+\delta=\omega_0.$$

Solving for the field, and keeping the leading term of each effect, gives

$$g_0\mu_BB=\frac{\omega_0-\delta}{1+\varepsilon}\simeq\omega_0-\delta-\varepsilon\,\omega_0,$$

with $\delta$ evaluated at $\omega=\omega_0$. The field sweep reverses the $D$ pattern but keeps its width. The spread of $g$ adds $s\omega_0$. From here on $\omega$ denotes the spectrometer quantum $\omega_0$, and a width $w$ means the standard deviation of $g_0\mu_BB$.

Suppose that $\varepsilon$ is independent of the orientation and of $D$, and that the remaining broadening has a field-independent width $w_0$. Variances of independent contributions add:

$$w^2=w_0^2+\frac{A^2}{\omega^2}+s^2\omega^2.$$

The minimum of $w$ is the minimum of $w^2$:

$$\frac{d(w^2)}{d\omega}=-\frac{2A^2}{\omega^3}+2s^2\omega=0\quad\Rightarrow\quad\omega^4=\frac{A^2}{s^2}.$$

Hence

$$\omega_{\rm opt}=\sqrt{\frac As}=|D|\sqrt{\frac{0.9667\,\kappa}{s}},\qquad w_{\min}^2=w_0^2+2As.$$

It is a minimum, since $w^2$ grows without limit on both sides. At this point the two contributions are equal, $A/\omega_{\rm opt}=s\,\omega_{\rm opt}=\sqrt{As}$. The constant $w_0$ raises the minimum but does not move it.

The opposite trends in the question are thus the two sides of one curve. The central line narrows below $\omega_{\rm opt}$ and broadens above it. What distinguishes Gd³⁺ and Mn²⁺ is that their half-filled shells have no orbital angular momentum in the ground term, which allows $s$ to be small and puts the turning point at a high frequency. For $S=\tfrac12$ there is no $D$ term, and the spread of $g$ broadens the line from the start.

With $x=\omega/\omega_{\rm opt}$ the width reads

$$w^2=w_0^2+As\left(x^2+\frac1{x^2}\right).$$

For $w_0=0$, a frequency wrong by a factor of two in either direction multiplies the minimum width by $\sqrt{(4+\tfrac14)/2}=1.46$.

The derivation needs the relative correction to the $D$ width, which is of order $\kappa D^2/\omega^2$, to be small. At the optimum $\kappa D^2/\omega^2=s/0.9667$, so the condition is $s\ll1$, whatever the spin. A small spread of $g$ therefore places the optimum inside the range where the expansion holds.

### The numbers

Take round model parameters for $S=\tfrac72$: $D=5\times10^{-6}$ eV, $g_0=2$, $s=10^{-4}$ and $w_0=5\times10^{-8}$ eV. Then $\kappa=(15.75-0.75)/4=3.75$ and

$$A=3.75\,(5\times10^{-6})^2\,(0.9667)=9.063\times10^{-11}\ \text{eV}^2,$$

$$\omega_{\rm opt}=\sqrt{\frac{9.063\times10^{-11}}{10^{-4}}}=9.52\times10^{-4}\ \text{eV}.$$

This corresponds to 230 GHz and a field of 8.22 T. Each of the two contributions is then $9.52\times10^{-8}$ eV, and

$$w_{\min}=\sqrt{(5\times10^{-8})^2+2\,(9.52\times10^{-8})^2}=1.44\times10^{-7}\ \text{eV},$$

or 1.24 mT as a standard deviation in field. The course of the width around the optimum, in units of $10^{-7}$ eV, is as follows.

| $\omega$ ($10^{-4}$ eV) | $A/\omega$ | $s\omega$ | $w$ |
|---:|---:|---:|---:|
| 1 | 9.06 | 0.10 | 9.08 |
| 5 | 1.81 | 0.50 | 1.95 |
| 10 | 0.91 | 1.00 | 1.44 |
| 20 | 0.45 | 2.00 | 2.11 |
| 50 | 0.18 | 5.00 | 5.03 |

In the first row the line is broadened almost wholly by $D$, in the last almost wholly by the spread of $g$. The formula was tested against resonance fields found by diagonalization at fixed frequency and averaged over orientation, $g$ and the residual broadening. The numerical minimum lies at $9.519\times10^{-4}$ eV, in agreement with the formula. At $\omega=10^{-4}$ eV, where $\omega/D$ is only 20, the numerical width is $9.00\times10^{-7}$ eV, 0.8 percent below the formula. The full set of values stands in the numerical output.

For comparison, the neighbouring transition $\tfrac12\to\tfrac32$ has the first-order width $2D/\sqrt5=4.47\times10^{-6}$ eV. This is 47 times the $D$ width of the central line at the optimum, which is why the central line stands out as a sharp feature on a broad background.

For $S=\tfrac52$ with the same $D$, $s$ and $w_0$, $\kappa=2$. The optimum scales as $\sqrt\kappa$ and falls to $6.95\times10^{-4}$ eV, with a minimum width of $1.10\times10^{-7}$ eV.

### When D itself is distributed

In a glass $D$ varies from site to site. If it is independent of the orientation, the variance of $\kappa D^2f/\omega$ is found by averaging $D^4f^2$ and $D^2f$ separately:

$$A^2=\kappa^2\left[\frac{128}{105}\langle D^4\rangle-\frac{64}{225}\langle D^2\rangle^2\right].$$

For a Gaussian distribution with mean $D_0$ and standard deviation $rD_0$,

$$\langle D^2\rangle=D_0^2(1+r^2),\qquad\langle D^4\rangle=D_0^4(1+6r^2+3r^4).$$

With $r=0.3$ and $D_0=5\times10^{-6}$ eV, $A$ rises to $1.174\times10^{-10}$ eV², and the optimum moves up by 14 percent, to $1.08\times10^{-3}$ eV. The fourth moment gives the sites with large $D$ a strong weight.

Sites in a glass are also rarely axial. A rhombic term $E(S_x^2-S_y^2)$ in the molecular frame leaves the $1/\omega$ law intact. At fixed $D$ it multiplies $A$ by a factor found numerically to follow $1+3(E/D)^2$. At the limit $E/D=\tfrac13$ this raises $A$ by one third and the optimum by 15 percent, so the axial coefficient underestimates both.

### When the width is read at half height

The standard deviation is convenient because variances add, but a spectrum is often characterized by its full width at half height. Let $w_0=0$, let $D$ have a single value, and let $\varepsilon$ be Gaussian. Inserting $\omega=x\,\omega_{\rm opt}$ in the leading-order resonance field gives

$$g_0\mu_BB-\omega=-\sqrt{As}\left[\frac{f(u)}{0.9667\,x}+x\,\frac{\varepsilon}{s}\right].$$

The variable $\varepsilon/s$ has unit standard deviation. Apart from the scale $\sqrt{As}$, the line shape therefore depends on $x$ alone. Any width that scales with the line has the form $\sqrt{As}\,F(x)$, and if $F$ has a minimum, it lies at a fixed $x$. For such a width the law $\omega_{\rm opt}\propto|D|/\sqrt s$ survives, while the numerical coefficient depends on the definition of the width.

Take the full width between the outermost points at half height. On a frequency grid with steps of about 2 percent its minimum falls at $x=1.16$, and the same grid value was found after doubling $D$ and dividing $s$ by four. A continuous search places the minimum at $x=1.17$. For the example's values of $D$ and $s$, but with $w_0=0$, this puts the optimum near $1.1\times10^{-3}$ eV, with a full width of $3.41\times10^{-7}$ eV. From about $x=0.5$ downwards the line dips below half height between two peaks, which come from the two edges of the $D$ pattern. The width of the stronger peak alone is then a different quantity. For $w_0=0$ it keeps shrinking as $x$ falls, and this minimum does not apply to it.

The shift from $x=1$ arises because the $D$ pattern is not Gaussian. If it were, the combined line would be Gaussian at every $x$, its half-height width would be a fixed multiple of its standard deviation, and both would be smallest at $x=1$. Here the shape of the combined line changes with $x$. If $w_0$ is not negligible, it introduces a further scale, and this half-height coefficient no longer applies unchanged. A distribution of $D$ also changes it: for $r=0.3$ the half-height minimum lies near $x=0.96$, with $x$ measured from the optimum for that distribution.

## Numbers as computed

```
spin S = 3.5, kappa = 3.75; S = 2.5, kappa = 2.00
D = 5.00e-06 eV
g = 2.0, relative g spread s = 1.0e-04
field-independent width w0 = 5.00e-08 eV
angular function: mean -8/15, variance 1472/1575
angular standard deviation = 0.9667
exact pattern edges / (kappa D^2/omega) = -1.7778, 1.0000
remainder ratio on doubling omega = 8.000
intensity-deviation ratio on doubling omega = 4.000
satellite width 1/2->3/2 at omega/D=2000, 8000: 0.8935, 0.8942 D
first-order satellite width = 4.472e-06 eV
A = 9.0633e-11 eV^2
omega, D part, g part, total formula, total exact (all eV)
  1.000e-04  9.063e-07  1.000e-08  9.078e-07  9.004e-07
  2.000e-04  4.532e-07  2.000e-08  4.564e-07  4.554e-07
  5.000e-04  1.813e-07  5.000e-08  1.946e-07  1.945e-07
  1.000e-03  9.063e-08  1.000e-07  1.439e-07  1.439e-07
  2.000e-03  4.532e-08  2.000e-07  2.111e-07  2.111e-07
  5.000e-03  1.813e-08  5.000e-07  5.028e-07  5.028e-07
optimum omega, formula = 9.5201e-04 eV
optimum omega, exact numerical = 9.5192e-04 eV
optimum omega, exact numerical with w0=0 = 9.5193e-04 eV
each contribution at optimum = 9.5201e-08 eV
minimum width, formula = 1.4362e-07 eV
minimum width, exact numerical = 1.4362e-07 eV
minimum width with w0=0, exact numerical = 1.3463e-07 eV
optimum frequency = 230.2 GHz
optimum field = 8.223 T
minimum width in field = 1.241 mT
S=5/2 optimum, formula = 6.9525e-04 eV
S=5/2 optimum, exact numerical = 6.9517e-04 eV
S=5/2 minimum width, exact numerical = 1.1030e-07 eV
relative spread of D = 0.30: A = 1.1743e-10 eV^2
optimum omega with spread of D = 1.0837e-03 eV
half-height optimum / omega_opt, case 1 = 1.16
half-height optimum / omega_opt, case 2 (2D, s/4) = 1.16
smallest full width at half height, case 1, w0=0 = 3.413e-07 eV
```
